# Counting conducting modes from band crossings on a grid

A two-dimensional honeycomb crystal with hopping energy 3 eV and lattice constant 0.25 nm has, at 1.5 eV above the middle of its spectrum, about 1.54 conducting modes per nanometre of width for each spin, for transport along one of the shortest lattice vectors. Asking on a grid where band energies pass from below to above the chosen energy gives 1.5404 per nanometre. Summing electron speeds over the Brillouin zone gives 1.5409 per nanometre. Both numbers are averaged over energy with a Gaussian of standard deviation 0.1 eV. The first calculation uses no speed at all. Why do they agree?

## One row, six points

Let the lattice vectors be \(\mathbf a_1=a(1,0)\) and \(\mathbf a_2=a(1/2,\sqrt3/2)\). Each cell holds two orbitals, coupled by

\[
f(\mathbf k)=-t\left(1+e^{-i\mathbf k\cdot\mathbf a_1}+e^{-i\mathbf k\cdot\mathbf a_2}\right).
\]

The Hamiltonian has zero diagonal and off-diagonal elements \(f\) and \(f^*\), so its energies are \(\pm|f|\). The parameters are round model values. Multiplying \(f\) by its conjugate gives

\[
\frac{|f|^2}{t^2}=3+2\cos(\mathbf k\cdot\mathbf a_1)+2\cos(\mathbf k\cdot\mathbf a_2)+2\cos[\mathbf k\cdot(\mathbf a_1-\mathbf a_2)].
\]

Set \(x=k_xa/2\), \(\theta=\sqrt3k_ya/2\), \(y=\cos x\) and \(c=\cos\theta\). The three phases are \(2x\), \(x+\theta\) and \(x-\theta\). The last two cosines add to \(2yc\), and \(\cos2x=2y^2-1\), hence

\[
\frac{|f|^2}{t^2}=1+4cy+4y^2. \tag{1}
\]

Let transport run along \(x\). At \(k_y=0\) we have \(c=1\), and the upper band is \(\varepsilon=t|1+2\cos x|\). One closed row is \(0\le x<2\pi\). At steps of \(60^\circ\) the energies, in units of \(t\), are

\[
3,\;2,\;0,\;1,\;0,\;2.
\]

Mark each value as below or above \(E=t/2\). Only the two zeros are below. Going round the row, the mark changes four times: twice downward in energy and twice upward. The lower band stays below \(E\). This row therefore has two upward crossings, which are two right-moving states.

Now find the speeds. The crossings obey \(1+2\cos x=\pm1/2\), so \(\cos x=-1/4\) or \(-3/4\), with two values of \(x\) for each. Since \(dx/dk_x=a/2\),

\[
\left|\frac{d\varepsilon}{dk_x}\right|=ta|\sin x|
=ta\frac{\sqrt{15}}4\quad\text{or}\quad ta\frac{\sqrt7}4 .
\]

The speeds \(|v_x|=|d\varepsilon/dk_x|/\hbar\) differ. But a delta function in energy weights each root by \(1/|d\varepsilon/dk_x|\), so

\[
\int dk_x\,|v_x|\,\delta(E-\varepsilon)
=\sum_{\rm roots}\frac{|v_x|}{|d\varepsilon/dk_x|}
=\frac4\hbar .
\]

Fast and slow states contribute equally: a fast state carries more current, but fast states are more thinly spread in energy. Multiplying by \(h/(2\cdot2\pi)=\hbar/2\) turns \(4/\hbar\) into 2, the number of upward crossings.

Four points, at steps of \(90^\circ\), would give energies \(3,1,1,1\) and no crossings. Both short intervals below \(E\) would have slipped between grid points. The rule is simple, but the row must resolve the band.

## From one row to a width

To average over rows, we need the set of distinct rows. The reciprocal vectors satisfying \(\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}\) are

\[
\mathbf b_1=\frac{2\pi}{a}\left(1,-\frac1{\sqrt3}\right),\qquad
\mathbf b_2=\frac{2\pi}{a}\left(0,\frac2{\sqrt3}\right).
\]

A combination \(m_1\mathbf b_1+m_2\mathbf b_2\) lies along \(x\) if \(m_1=2m_2\). The shortest is \(\mathbf G=2\mathbf b_1+\mathbf b_2=(4\pi/a,0)\), which is the row length used above. Adding \(\mathbf b_1\) moves a row by \(2\pi/(\sqrt3a)\) in \(k_y\) and slides it along itself. Distinct rows thus fill a transverse interval \(2\pi/(\sqrt3a)\), or an interval \(\pi\) in \(\theta\).

For a wide sample of width \(W\) with periodic transverse boundary conditions, allowed \(k_y\) values are \(2\pi/W\) apart. Writing \(N_+\) for the upward crossings on a row,

\[
\frac MW=\int\frac{dk_y}{2\pi}N_+
=\frac{\langle N_+\rangle}{L_s},\qquad L_s=\sqrt3a=0.4330\ {\rm nm}. \tag{2}
\]

Here \(M\) counts one spin. Let \(r=|E|/t\), first with \(0<r<1\). Setting (1) equal to \(r^2\) gives

\[
y=\frac{-c\pm\sqrt{r^2-\sin^2\theta}}2 .
\]

Both roots are real for \(|\sin\theta|<r\). Their magnitude is at most \((1+r)/2<1\), so each gives two values of \(x\). There are four crossings, two of them upward. The favourable part of the \(\theta\) interval has length \(2\arcsin r\), hence

\[
\langle N_+\rangle=2\,\frac{2\arcsin r}{\pi},\qquad
\frac MW=\frac{4\arcsin r}{\pi\sqrt3a}. \tag{3}
\]

At \(E=1.5\) eV, \(r=1/2\) and \(\langle N_+\rangle=2/3\). Thus \(M/W=0.66667/0.43301=1.5396\ {\rm nm}^{-1}\).

For \(1<r<3\), both \(y\) roots are real, but they must also lie between \(-1\) and 1. The larger root is nonnegative; it is below 1 if \(\sqrt{c^2+r^2-1}<2+c\). Both sides are nonnegative, so squaring gives \(c>(r^2-5)/4\). The smaller root is nonpositive and must exceed \(-1\), which gives \(-c>(r^2-5)/4\). This is the first condition with \(\theta\) shifted by \(\pi\). Together, the two conditions over an interval \(\pi\) cover the first condition over \(2\pi\), a length \(2\arccos[(r^2-5)/4]\). Each accepted \(y\) gives one upward crossing:

\[
\frac MW=\frac{2}{\pi\sqrt3a}\arccos\frac{r^2-5}{4}. \tag{4}
\]

At 4.5 eV this is \(3.424\ {\rm nm}^{-1}\).

## The general statement

Consider a perfect crystal in \(d=2\) or 3 dimensions, with transport along a unit vector \(\mathbf n\) parallel to a reciprocal lattice vector. Let \(\mathbf G\) be the shortest such vector, \(\Omega\) the Brillouin-zone volume, and \(A_s\) the area of the interface cell normal to \(\mathbf n\), a length in two dimensions.

Complete \(\mathbf G\) to a primitive reciprocal basis. The resulting cell has volume \(\Omega\) and length \(|\mathbf G|\) along \(\mathbf n\), so its transverse area is \(\Omega/|\mathbf G|\). In real space, lattice planes normal to \(\mathbf n\) are \(2\pi/|\mathbf G|\) apart. The primitive-cell volume is therefore \(2\pi A_s/|\mathbf G|\), and

\[
\frac{\Omega}{|\mathbf G|}
=\frac{(2\pi)^d}{|\mathbf G|}\frac{|\mathbf G|}{2\pi A_s}
=\frac{(2\pi)^{d-1}}{A_s}.
\]

The mode count per area is then \(\langle N_+\rangle/A_s\).

Next consider the number \(\nu(k)\) of bands below \(E\) on one row. An upward crossing lowers \(\nu\) by one; a downward crossing raises it by one. After a length \(|\mathbf G|\) the set of energies repeats, so \(\nu\) returns to its starting value. Upward and downward crossings are equally numerous, whether or not \(\varepsilon(\mathbf k)=\varepsilon(-\mathbf k)\). If \(N\) is their total, \(N_+=N/2\). Rows that just touch the constant-energy contour have no transverse area at almost every \(E\).

With \(v=\mathbf n\cdot\nabla_{\mathbf k}\varepsilon/\hbar\), the row integral of \(|v|\delta(E-\varepsilon)\), summed over bands, is \(N/\hbar\), as in the small example. Therefore

\[
\frac h2\int_{\rm row}\frac{dk_\parallel}{2\pi}\sum_n|v_n|\delta(E-\varepsilon_n)
=\frac h{4\pi}\frac N\hbar=\frac N2=N_+ .
\]

Integrating over transverse wavevectors proves

\[
\boxed{\frac{M(E)}A=\frac{\langle N_+\rangle}{A_s}
=\frac h2\int_{\rm BZ}\frac{d^dk}{(2\pi)^d}
\sum_n|v_n|\delta(E-\varepsilon_n)} \tag{5}
\]

for almost every \(E\). A band that is flat along the rows but varies across them has neither crossings nor speed along \(\mathbf n\), so it adds nothing to either side. A completely flat band is a problem only when \(E\) equals its energy, which "almost every \(E\)" leaves out. No effective mass or isotropy enters.

The same cancellation occurs for a linearly interpolated grid. If neighbouring points are \(\Delta\) apart and their energies differ by \(\delta\varepsilon\), the segment has speed \(|\delta\varepsilon|/(\hbar\Delta)\). If it contains \(E\), its delta-function weight is \(\Delta/|\delta\varepsilon|\). The product is \(1/\hbar\), one crossing.

## The algorithm and its input

1. Obtain all band energies near \(E\) on closed rows parallel to \(\mathbf G\), with transverse positions filling one cell evenly.
2. At each point, order the bands by energy and record for each whether \(\varepsilon<E\).
3. Count changes of the record between neighbours, including last to first, and halve the total. Energy-ordered bands always close on themselves. Bands labelled by continuity may exchange labels after \(\mathbf G\), as the folded pair \(\pm2t\cos(k/2)\) does on \(0\le k<2\pi\), and must then be matched across the join.
4. Divide by the number of rows and by \(A_s\).

A uniform mesh on primitive reciprocal vectors already contains rows along each of them. If it has the same number \(N_k\) of points along every primitive vector, \(\mathbf G/N_k\) is a mesh step for any reciprocal lattice vector \(\mathbf G\), so it also contains closed rows along \(\mathbf G\). Their point spacing \(|\mathbf G|/N_k\) is coarse when \(\mathbf G\) is long. Raising \(N_k\) refines it but also adds rows; a mesh adapted to \(\mathbf G\) lets the two be chosen separately. If a first-principles calculation supplies symmetry-reduced points, the full rows must be restored first. The result describes the supplied bands, including any error in their energies. If spin–orbit states are listed separately, both spin components are already in the count.

## What the numbers say

With 1500 rows of 300 points, the honeycomb count is 1.5396 per nanometre at 1.5 eV and 3.4241 at 4.5 eV. Equations (3) and (4) give 1.5396 and 3.4239. The full agreement at 1.5 eV is special to this energy and mesh: the rows sit at \(|\theta|=(j+\tfrac12)\pi/1500\), and the edges \(|\sin\theta|=1/2\) of the favourable interval fall exactly midway between two rows.

For the velocity side, differentiate \(\varepsilon=\langle u|H|u\rangle\) with \(|u\rangle\) normalized. The terms from \(|u\rangle\) add to \(\varepsilon\,\partial\langle u|u\rangle=0\), leaving \(v=\langle u|\mathbf n\cdot\nabla_{\mathbf k}H|u\rangle/\hbar\). These velocities were summed on a separate \(600\times600\) mesh, with the delta function replaced by a Gaussian of standard deviation \(\sigma=0.1\) eV. Averaging the counts with the same Gaussian makes the comparison fair. At 4.5 eV both sides are 3.424 per nanometre.

The average at 1.5 eV is slightly above the unaveraged count because (3) curves upward. To leading order the shift is

\[
\frac{\sigma^2}{2}\frac{d^2}{dE^2}\frac MW
=\frac{4}{\pi\sqrt3a}\frac{r}{(1-r^2)^{3/2}}\frac{\sigma^2}{2t^2}
\approx0.0013\ {\rm nm}^{-1}.
\]

Added to 1.5396, this gives 1.5409, the velocity result. The averaged count is 0.03% lower than that result.

Direction matters too. The energies are unchanged by a \(120^\circ\) rotation, which carries \(\mathbf b_1\) to the \(y\) direction. For transport along \(\mathbf b_1\), we may thus use rows along \(k_y\). Their transverse interval is \(2\pi/a\), so \(L_s=a\). At fixed \(y\), (1) fixes one value of \(c\); if \(|c|<1\), it gives two crossings, one upward. The condition is \(|1-2|y||<r<1+2|y|\). As \(x\) is uniform, the fraction of rows with \(|y|>\alpha\) is \((2/\pi)\arccos\alpha\). Hence

\[
\frac MW=\frac2{\pi a}
\begin{cases}
\arccos\frac{1-r}{2}-\arccos\frac{1+r}{2},&0<r<1,\\
\arccos\frac{r-1}{2},&1<r<3.
\end{cases} \tag{6}
\]

This gives 1.516 and 3.357 per nanometre at the two energies, 1.5% and 2.0% below the first direction. The grid gives 1.515 and 3.355. At 1.5 eV the formula corresponds to 568.5 upward crossings on 1500 rows, while the grid found 568. Rows at \(k_x\) and \(-k_x\) have equal counts, so the total on this mesh changes in steps of two.

At low energy the directional difference disappears. Since \(\arcsin r\approx r\) and the derivative of the bracket in (6) at \(r=0\) is \(2/\sqrt3\), both formulas become \(4r/(\pi\sqrt3a)\). With \(v_F=\sqrt3at/(2\hbar)\), this is \(2|E|/(\pi\hbar v_F)\). At 1.5 eV it gives 1.470 per nanometre; the full result along \(x\) is larger by the factor \(\arcsin(1/2)/(1/2)=\pi/3\), or 4.7%.

Near the band top, put \(r=3-\eta\). The arccosines in (4) and (6) become \(\sqrt{3\eta}\) and \(\sqrt\eta\), so both directions give \(2\sqrt\eta/(\pi a)\). The modes close as the square root of the distance from the edge.

For ideal contacts, unit transmission and zero temperature, each mode in an energy range \(dE\) carries current \(ev\,dk/(2\pi)=e\,dE/h\), where \(e\) is the elementary charge. Two spins give \(G/W=(2e^2/h)M/W\). At 1.5 eV along \(x\) this is \(1.193\times10^5\) S/m.

Equation (5) also holds in three dimensions. Take the body-centred cubic band \(\varepsilon=-8t_3\cos(k_xa_3/2)\cos(k_ya_3/2)\cos(k_za_3/2)\), with \(t_3=1\) eV, \(a_3=0.3\) nm and transport along a cube edge. At 3 eV, with a Gaussian of 0.4 eV, counting on \(150^2\) rows of 60 points gives 5.403 modes per square nanometre. The velocity sum on \(120^3\) points gives 5.404.

## What a grid misses

At a point where a row is tangent to the energy contour, two crossings merge. Let the contour radius there be \(R\). A row at small distance \(q\) inside it cuts a chord \(\ell\), with \(\ell^2\approx8Rq\). For \(\ell<\Delta\), a randomly placed grid misses the chord with probability \(1-\ell/\Delta\). Since \(dq=\ell\,d\ell/(4R)\), the mean lost transverse width is

\[
\int_0^\Delta\frac{\ell}{4R}\left(1-\frac\ell\Delta\right)d\ell
=\frac{\Delta^2}{4R}\left(\frac12-\frac13\right)
=\frac{\Delta^2}{24R}.
\]

A unit circle has two tangent points. At \(\Delta=0.2\) the predicted loss is 0.00333; direct counting, averaged over 50 grid shifts, gives 0.00335.

Sorting bands by energy can cost more. If a rising and a falling band cross \(E\) in one interval, the number below \(E\) is unchanged and the sorted list shows nothing. Where two contours intersect, let the separation of these crossings grow as \(\kappa|q|\). The mean lost width is

\[
\int_{-\Delta/\kappa}^{\Delta/\kappa}\left(1-\frac{\kappa|q|}{\Delta}\right)dq=\frac\Delta\kappa,
\]

which falls only linearly with \(\Delta\). The same geometry occurs within a single band at a saddle point, where no relabelling helps: at \(|E|=t\), equation (1) reduces to \(4y(y+c)=0\), and the contours \(y=0\) and \(y=-c\) intersect. Two unit circles centred at \(k_\parallel=\pm0.8\) intersect at \(k_\perp=\pm0.6\), where \(\kappa=2(0.6/0.8)=1.5\). For \(\Delta=0.05\), the two intersections should lose 0.0667; counting over ten shifts gives 0.0668.

Adding points to fixed rows cannot lower a count, since deleting members of a sequence cannot create extra changes. Yet a stable count is not proof of convergence. At 1.5 eV along \(x\), rows with 15, 30, 60 and 300 points give 1.463, 1.530, 1.530 and 1.540 per nanometre. Going from 30 to 60 points found no new pair, although some were still missing. Refining the transverse mesh is a separate task, and its error can have either sign.
